How static Yukawa screening keeps the Hartree-Fock Fermi velocity finite

Why screening removes the Hartree-Fock singularity at the Fermi surface

Definitions and conventions

Units are Hartree atomic units (ħ = m = e² = 1; the unit of velocity, written au, is e²/ħ). The system is a uniform, spin-unpolarized electron gas at zero temperature, with plane waves filled up to kF and density n = kF³/(3π²). Two electrons interact through the Yukawa potential e^(−κr)/r, with κ > 0 a fixed screening wavevector. The angular average of e^(−iq·r) is j₀(qr) = sin(qr)/(qr), so the Fourier transform is

v(q) = 4π ∫₀^∞ r² j₀(qr) e^(−κr)/r dr = (4π/q) ∫₀^∞ sin(qr) e^(−κr) dr = 4π/(q² + κ²).

The Coulomb interaction is the limit κ → 0. Scaled variables are x = k/kF and λ = κ/kF. The treatment is mean field with a static interaction: it is the Hartree-Fock theory of this model, not the full many-body theory of Coulomb electrons.

The one-particle density matrix per spin is ρ₁(r) = ∫_{p<kF} d³p/(2π)³ e^(ip·r). The exchange operator acts on a plane wave as −∫ d³r′ ρ₁(r−r′) v(r−r′) e^(ik·r′). Putting r′ = r − u pulls out e^(ik·r), so plane waves are eigenfunctions, with eigenvalue

Σ(k) = −∫ d³u ρ₁(u) v(u) e^(−ik·u) = −∫_{p<kF} d³p/(2π)³ v(|k − p|).   (1)

There is no spin sum, because exchange links equal spins only. The Hartree term n v(0) = 4πn/κ² does not depend on k. Hence ε(k) = k²/2 + Σ(k) + constant, and the Fermi velocity, the slope of ε at fixed occupation, is vF = kF + Σ′(kF). Everything below concerns the exchange addition Σ′; the free part kF contains no logarithm.

The slope is a Fermi-surface integral

Since v depends on k − p, ∇_k v = −∇_p v. Differentiating (1), this sign cancels the sign in front, and the divergence theorem turns the volume integral into one over the sphere p = kF n̂:

∇_k Σ = +∫_{p<kF} d³p/(2π)³ ∇_p v = kF²/(2π)³ ∮ dΩ n̂ v(|k − kF n̂|).

Projecting on the direction of k, with μ the cosine between n̂ and k, and doing the azimuthal integral (2π),

Σ′(k) = kF²/(4π²) ∫₋₁¹ μ v(q) dμ,  q² = k² + kF² − 2k kF μ.   (2)

Pairing μ with −μ gives ∫₀¹ μ [v(q at μ) − v(q at −μ)] dμ. For k > 0 the first q is the smaller, so any strictly decreasing v(q) gives Σ′ > 0. Then ε rises with k and the filled sphere is the set of lowest levels, as assumed. A constant v (a contact force) gives Σ′ = 0.

For the Yukawa form, (2) is (1/π) ∫ μ dμ/(a − bμ) with a = 1 + x² + λ² and b = 2x. Writing μ/(a − bμ) = −1/b + (a/b)/(a − bμ) and using ∫₋₁¹ dμ/(a − bμ) = (1/b) ln[(a+b)/(a−b)],

Σ′(k) = (1/π) [ (1 + x² + λ²) L/(4x²) − 1/x ],  L = ln(A/B),   (3)

with A = a + b = (1+x)² + λ² and B = a − b = (1−x)² + λ². At x = 1, A = 4 + λ² and B = λ², so

Σ′(kF) = (1/π) [ (2 + λ²)/4 · ln(1 + 4/λ²) − 1 ].   (4)

This is finite for every λ > 0.

Σ itself is needed for bandwidths. The same angular integral in (1), with y = p/kF, gives Σ = −kF I/(2πx), where I = ∫₀¹ y ln{[(x+y)²+λ²]/[(x−y)²+λ²]} dy. Sending y → −y in the denominator term makes I = ∫₋₁¹ y ln[(x+y)²+λ²] dy = ∫ (u − x) ln(u²+λ²) du, with u = x + y running from x − 1 to x + 1. The antiderivatives are ½[(u²+λ²) ln(u²+λ²) − u²] for u ln(u²+λ²), and u ln(u²+λ²) − 2u + 2λ arctan(u/λ) for ln(u²+λ²). The coefficient of ln A is A/2 − x(x+1), that of −ln B is B/2 − x(x−1), and both equal (1 − x² + λ²)/2; the polynomial terms give −2x + 4x. Therefore Σ = −(2kF/π) F with F = I/(4x):

F = ½ + (1 − x² + λ²) L/(8x) − (λ/2) [ arctan((1+x)/λ) + arctan((1−x)/λ) ].   (5)

As x → 0, L → 4x/(1+λ²) and F(0) = 1 − λ arctan(1/λ). For λ = 0, F(0) = 1 and F(1) = ½, so bare exchange widens the occupied band by kF/π.

The numerical check checks (5) against direct quadrature of (1), and checks (2), (3) and (4) against finite differences of that quadrature, for λ = 0.1, 0.5 and 2.

Where the logarithm comes from

At k = kF, q² = 2kF²(1 − μ), so kF² dμ = −q dq and μ = 1 − q²/(2kF²). Equation (2) becomes

Σ′(kF) = 1/(4π²) ∫₀^(2kF) dq q v(q) (1 − q²/2kF²).   (6)

The factor q dq is the area element of the Fermi surface around the point k. The surface is two-dimensional, and the Coulomb 4π/q² is not integrable on it: the integrand becomes (1/π) dq/q, and every decade of small q adds (ln 10)/π = 0.7329 au. The energy (1) stays finite because its measure is q² dq. The Coulomb divergence thus needs two things together: the sharp surface, and the 1/q² that makes q v(q) non-integrable at q = 0. With a smooth occupation n(p), writing p = k + q in (1) gives ∇_k Σ = −∫ d³q/(2π)³ v(q) ∇_k n(k + q), whose measure is again q² dq, so the Coulomb slope is finite. Slightly off the surface the smallest available q is |k − kF|, which cuts the integral there.

With screening, q/q² becomes q/(q² + κ²). A window q₁ < q < q₂ ≪ kF contributes (1/2π) ln[(q₂²+κ²)/(q₁²+κ²)]. For q₁ ≫ κ this tends to the Coulomb value; for q₂ ≪ κ it tends to (q₂² − q₁²)/(2πκ²), which shrinks a hundredfold per decade. For λ = 0.001 the program finds, in au:

  q/kF          Yukawa     Coulomb
  10⁻⁶–10⁻⁵     0.000016   0.7329
  10⁻⁵–10⁻⁴     0.0016     0.7329
  10⁻⁴–10⁻³     0.1087     0.7329
  10⁻³–10⁻²     0.6242     0.7329
  10⁻²–10⁻¹     0.7306     0.7321
  10⁻¹–1        0.6541     0.6542
  1–2          −0.0181    −0.0181

The last window is negative because μ < 0 for q > √2 kF; for Coulomb it is (ln 2 − 3/4)/π. The Yukawa column sums to 2.1011 au. Only the decades between κ and about kF contribute close to the full (ln 10)/π, and their number is what grows as κ is reduced.

For small λ, write ln(1 + 4/λ²) = 2 ln(2/λ) + ln(1 + λ²/4) = 2 ln(2/λ) + λ²/4 − λ⁴/32 + …, and multiply by ½ + λ²/4:

πΣ′(kF) = ln(2/λ) − 1 + (λ²/2) ln(2/λ) + λ²/8 + (1/16 − 1/64) λ⁴ + …   (7)

So Σ′(kF) → (1/π)[ln(2kF/κ) − 1], with ln 2 − 1 = −0.3069 the constant beside ln(kF/κ). The λ⁴ coefficient 3/64 is tested at λ = 0.05. The logarithmic form is a limit, not an identity: it turns negative for λ > 2/e = 0.736, where the true slope is still positive, and its error relative to the exact Σ′(kF) reaches 10% at λ = 0.303. For large λ put w = 4/λ², so that (2+λ²)/4 = ½ + 1/w. Then (½ + 1/w)(w − w²/2 + w³/3 − …) − 1 = w²(1/3 − 1/4) + …, and Σ′(kF) → 4/(3πλ⁴), approaching the contact result zero; this is tested at λ = 30.

How the singularity is rounded

Let x = 1 + δ and s² = δ² + λ², both small. Then B = s², ln A = ln(4 + 4δ + s²) = 2 ln 2 + δ + O(s²), the prefactor in (3) is (2 + 2δ + s²)/[4(1+δ)²] = ½(1 − δ) + O(s²), and 1/x = 1 − δ + O(s²). Collecting,

πΣ′ = ln(2/s) − 1 + δ[3/2 − ln(2/s)] + O(s² ln s).   (8)

The two cutoffs, distance from the surface and screening, add in quadrature. For λ = 0 the slope diverges as (1/π)[ln(2/|δ|) − 1] on both sides; the exact values outside the surface (δ > 0), which include the term linear in δ in (8), are 2.099 au at δ = 10⁻³, 2.834 at 10⁻⁴, 4.300 at 10⁻⁶. For λ = 0.01 the values at the same δ are 1.3655, 1.3681 and 1.3683 au. The program tests that ln(2/s) − 1 is within s ln(2/s) of πΣ′ for λ = 0.001 and |δ| up to 5λ.

The same fact can be put in the complex plane. The denominator a − bμ vanishes at x = μ ± i√(1 + λ² − μ²), whose squared distance from x = 1 is (1−μ)² + 1 + λ² − μ² = 2(1 − μ) + λ² ≥ λ². These zeros are never real, so Σ′ is analytic along the real axis and inside the disc |x − 1| < λ. At x = 1 ± iλ, B = 0 means a = 2x, and the coefficient of ln B in (3) is −1/(2πx), not zero: a true branch point. The Taylor series about kF has radius exactly κ. The singularity has not vanished; it has moved a distance κ off the real axis. A numerical estimate from Taylor coefficients gives 0.1999 kF for λ = 0.2.

The view in real space

Because d(z² j₁)/dz = z² j₀, ρ₁(r) = (1/2π²) ∫₀^kF p² j₀(pr) dp = kF² j₁(kF r)/(2π² r). The first form of (1) gives Σ = −(2kF²/π) ∫₀^∞ j₀(kr) j₁(kF r) e^(−κr) dr, and j₀′ = −j₁ gives

Σ′(k) = (2kF²/π) ∫₀^∞ r j₁(kr) j₁(kF r) e^(−κr) dr.   (9)

At large argument j₁(z) ≈ −cos z/z. The product of cosines is ½cos((k−kF)r) + ½cos((k+kF)r), and the second term oscillates and converges. For k near kF the tail beyond r₀ ~ 1/kF is (1/π) Re ∫ e^(−ζr) dr/r with ζ = κ − i(k − kF). Its ζ-derivative is −e^(−ζr₀)/ζ ≈ −1/ζ, so the tail is −(1/π) ln|ζ| + constant, up to terms that vanish as |ζ|/kF → 0, and |ζ| = kF s as in (8). The sharp Fermi edge gives ρ₁ a slowly decaying oscillation at wavevector kF; an electron at kF stays in phase with it at all distances, and a 1/r potential collects ∫dr/r. Screening stops the collection at r ~ 1/κ. The program tests (9) against (3), and tests that for κ = 0 doubling the outer radius adds (ln 2)/π.

Only small q sets the coefficient of the logarithm

If this explanation is right, the long-range part of the force alone must keep the divergence, and any other way of removing it that cuts v off below a scale a ≪ kF, while leaving v ≈ 4π/q² for a ≪ q ≪ kF, must give ln(kF/a) the same coefficient 1/π. The long-range remainder is 4π/q² − 4π/(q²+κ²) = 4πκ²/[q²(q²+κ²)], which tends to 4π/q² for q ≪ κ; for |δ| ≪ λ its slope grows by (ln 10)/π for each decade by which |δ| is reduced, which is tested between |δ| = 10⁻⁵ and 10⁻⁶ at λ = 0.1.

For erfc(ωr)/r: erf(ωr)/r is the potential of a Gaussian charge with form factor e^(−q²/4ω²), so v = 4π(1 − e^(−q²/4ω²))/q². In (6) set t = q²/4ω² and z = kF²/ω², so dq/q = dt/2t. The first term is ½∫₀^z (1 − e^(−t)) dt/t. With Euler's constant γ = ∫₀¹(1 − e^(−t))dt/t − ∫₁^∞ e^(−t)dt/t, splitting at t = 1 gives ½(ln z + γ) up to terms of order e^(−z). The second term is −(1/2kF²)[2kF² − 2ω²(1 − e^(−z))]. Thus πΣ′(kF) = ln(kF/ω) + γ/2 − 1 + O(ω²/kF²): the same logarithm, with constant −0.7114. For ω = 0.01 kF the slope is 1.2395 au.

A third model replaces κ² by κ² f(q/2kF), where the static Lindhard function f(z) is F of (5) at λ = 0, x = z. From ln[(1+z)/(1−z)] = 2(z + z³/3 + …), f = ½ + ½(1 − z²)(1 + z²/3) + … = 1 − z²/3 + …. With kF = 1, the change in the integrand of (6) is (1/π) μ q λ²(1 − f)/[(q² + λ²f)(q² + λ²)], which for λ ≪ q ≪ 1 is λ²/(12πq). The change is of order λ² ln(1/λ) and leaves both the logarithm and its constant alone. It is tested to lie between 0 and λ² ln(2/λ)/(12π) at λ = 0.1 and 0.01; at 0.01 the slopes are 1.368295 and 1.368285 au.

Effective mass and Thomas-Fermi screening

The number of levels per volume and energy, both spins, is 2·4πk²/(2π)³ divided by dε/dk, so g = kF²/(π²vF) at the Fermi level, against the free g₀ = kF/π². With vF = kF/m*, m*/m = g/g₀ = kF/vF. Bare exchange sends g to zero; screened exchange leaves it finite. This g counts levels of the fixed spectrum and is not dn/dμ, which also includes the shift of Σ and of the Hartree term with density.

In Thomas-Fermi screening a slowly varying potential energy φ changes the density by −g₀φ, and Poisson's equation q²φ = q²φ_ext − 4πg₀φ gives the Yukawa form with κ² = 4πg₀ = 4kF/π. With n = 3/(4πr_s³), kF = 1/(αr_s) and α = (4/9π)^(1/3) = 0.52106, so λ² = 4αr_s/π = 0.6634 r_s. For small r_s, ln(2/λ) = ½ ln(π/αr_s), and (7) gives, at leading order in this model,

vF/kF − 1 → (αr_s/2π)[ln(π/αr_s) − 2] = 0.08293 r_s [ln(1/r_s) − 0.2034].

The logarithm grows with density, but the prefactor r_s wins and the relative correction vanishes.

Jellium at r_s = 2

Here kF = 1/(0.521062 × 2) = 0.95958 bohr⁻¹, κ = √(4kF/π) = 1.10534 bohr⁻¹, λ = 1.15190 and λ² = 1.32687. In (4), (2 + λ²)/4 = 0.83172 and ln(1 + 4/λ²) = 1.38994; their product is 1.15604, so Σ′(kF) = 0.15604/π = 0.0497 au. Then vF = 0.95958 + 0.04967 = 1.00925 au, or 2.21 × 10⁶ m/s against the free 2.10 × 10⁶ m/s, and m*/m = 0.9596/1.0092 = 0.951; g falls from 0.0972 to 0.0924 states per hartree per bohr³.

Equation (5) gives Σ(0) = −0.1078 Ha and Σ(kF) = −0.0775 Ha. Adding electrons at the surface changes the exchange energy by Σ(kF) each, so d(E_x/V)/dn at fixed κ must equal Σ(kF); the program confirms this with E_x computed from ρ₁. The bandwidth is 0.4604 + (0.1078 − 0.0775) = 0.4907 Ha = 13.35 eV, against 12.53 eV free and 0.4604 + kF/π = 0.7658 Ha = 20.84 eV with bare exchange.

The logarithmic form gives −0.1427 au here, with the wrong sign, since λ > 2/e: no decade lies between κ and kF. It is also negative at r_s = 1 and 4, and is within 10% of the exact slope only for r_s below about 0.14. The logarithm is seen when κ is lowered by hand at this kF:

  λ        Σ′ exact   log form   m*/m
  1        0.0659    −0.0977     0.936
  0.1      0.6404     0.6353     0.600
  0.01     1.3683     1.3682     0.412
  0.001    2.1011     2.1011     0.314
  0.0001   2.8341     2.8341     0.253

Two further features of the output deserve notice. With Thomas-Fermi κ, m*/m is not monotonic: 0.996, 0.982, 0.953, 0.951, 0.956 at r_s = 0.01, 0.1, 1, 2, 4. This follows from the limits, since Σ′/kF vanishes as r_s ln(1/r_s) at small r_s and as r_s/λ⁴ ∝ 1/r_s at large r_s, and so has a maximum between. Second, Lindhard screening at r_s = 2 gives 0.0484 au, below the Yukawa 0.0497, the opposite of its small-λ sign. The change in the integrand carries the sign of μ, and the computed total shows that at this λ the backward region q > √2 kF outweighs the forward one.

The value 0.951 belongs to the static model. In a Coulomb gas the screened interaction depends on frequency, and so does the self-energy, which adds contributions to m* that are absent here; no claim is made that 0.951 is the mass of the real gas at this density. What (6) establishes is narrower: for a static interaction that is bounded on 0 < q ≤ 2kF away from q = 0 and keeps one sign near q = 0, the slope at kF is finite exactly when q v(q) is integrable at q = 0.

Computed results

```
rs = 2.0 bohr, alpha = 0.521062, n = 0.029842 bohr^-3
kF = 0.959579 bohr^-1, kappa_TF = 1.105339 bohr^-1
lam = 1.151900, lam^2 = 1.326873, lam^2/rs = 0.663436
(2+lam^2)/4 = 0.831718, ln(1+4/lam^2) = 1.389939
Sigma(0) = -0.107807 Ha, Sigma(kF) = -0.077458 Ha
d(Ex/V)/dn at fixed kappa = -0.077458 Ha
bandwidth free = 0.460396 Ha = 12.528 eV
bandwidth screened = 0.490746 Ha = 13.354 eV
bandwidth bare HF = 0.76584 Ha = 20.840 eV
Sigma'(kF) exact = 0.049668 au, finite difference = 0.049668 au
Sigma'(kF) log form = -0.142687 au
Sigma'(kF) static Lindhard = 0.048394 au
vF free = 0.959579 au = 2.0993e+06 m/s
vF screened = 1.009248 au = 2.2079e+06 m/s
m*/m = 0.950787
g0 = 0.097226, g = 0.092441 (states per Ha per bohr^3)
ln10/pi = 0.732936 au, 2/e = 0.735759
rs = 2, varying lam: lam, Sigma' exact (au), log form (au), m*/m
  1  0.065915  -0.097674  0.93572
  0.3  0.316437  0.285562  0.75201
  0.1  0.640429  0.635261  0.59973
  0.01  1.368285  1.368197  0.41221
  0.001  2.101134  2.101133  0.31351
  0.0001  2.834068  2.834068  0.25294
Thomas-Fermi: rs (bohr), lam, Sigma' exact (au), log form (au), m*/m
  0.01  0.08145  0.704211  0.700566  0.99634
  0.1  0.25757  0.358445  0.334098  0.98167
  1  0.81452  0.095008  -0.032369  0.95283
  2  1.15190  0.049668  -0.142687  0.95079
  4  1.62903  0.022103  -0.253005  0.95596
lam = 0.001: q/kF range, part of Sigma'(kF) Yukawa (au), Coulomb (au)
  1e-06-1e-05  0.000016  0.732936
  1e-05-0.0001  0.001568  0.732936
  0.0001-0.001  0.108734  0.732936
  0.001-0.01  0.624194  0.732928
  0.01-0.1  0.730580  0.732148
  0.1-1  0.654139  0.654154
  1-2  -0.018097  -0.018097
  Yukawa sum = 2.101134 au
slope near kF: x-1, bare Coulomb (au), Yukawa lam = 0.01 (au)
  0.1  0.595633  0.594230
  0.01  1.356305  1.247155
  0.001  2.099194  1.365496
  0.0001  2.833801  1.368148
  1e-06  4.299935  1.368284
log form within 10% for lam < 0.3031, Thomas-Fermi rs < 0.1385 bohr
erfc, omega/kF = 0.01: Sigma'(kF) = 1.239460 au
constants: ln2-1 = -0.306853, gamma/2-1 = -0.711392
static Lindhard, lam = 0.01: Sigma'(kF) = 1.368295 au
Taylor radius at kF for lam = 0.2: 0.1999 kF
alpha/(2 pi) = 0.08293, ln(pi/alpha)-2 = -0.20338
```
